# Virial Relations and Moment Recurrences for Dirac–Coulomb Levels

An electron moves in the field of a fixed point nucleus, $V(r)=-Z/r$. In Hartree atomic units, with $c=1/\alpha$ and an energy $E$ that includes the rest energy $c^2$, the radial functions $P$ and $Q$ of a bound level obey

$$P'+\frac{\kappa}{r}P=\frac{E+c^2-V}{c}\,Q,\qquad Q'-\frac{\kappa}{r}Q=-\frac{E-c^2-V}{c}\,P, \tag{1}$$

with $\int_0^\infty(P^2+Q^2)\,dr=1$. The integer $\kappa$ is $-1$ for $s_{1/2}$, $1$ for $p_{1/2}$, $-2$ for $p_{3/2}$, and so on. Write $\zeta=Z/c$ and $\varepsilon=E/c^2$.

Near the origin put $P\simeq p_0r^\gamma$, $Q\simeq q_0r^\gamma$. The terms of order $r^{\gamma-1}$ in (1) give $(\gamma+\kappa)p_0=\zeta q_0$ and $(\gamma-\kappa)q_0=-\zeta p_0$, so $\gamma^2=\kappa^2-\zeta^2$. We assume $\zeta<|\kappa|$ and take the regular solution, $\gamma=+\sqrt{\kappa^2-\zeta^2}$. The moments to be found are

$$A_s=\int_0^\infty r^s(P^2+Q^2)dr,\quad B_s=\int_0^\infty r^s(P^2-Q^2)dr,\quad C_s=\int_0^\infty r^s\,2PQ\,dr .$$

Since $P^2+Q^2\sim r^{2\gamma}$ at the origin and decays exponentially outside, $A_s$ exists if and only if $s>-2\gamma-1$. Both $|P^2-Q^2|$ and $|2PQ|$ are at most $P^2+Q^2$, so $B_s$ and $C_s$ then exist too.

## (a) Three relations

**Find the linear relations between moments of index $s$ and $s-1$ that follow from (1), and their range of validity.**

*Solution.* Differentiate the three densities and insert (1). In the first, the terms with $E-V$ cancel:

$$(P^2+Q^2)'=2PP'+2QQ'=-\frac{2\kappa}{r}(P^2-Q^2)+2c\,(2PQ).$$

In the second, the terms with $c^2$ cancel:

$$(P^2-Q^2)'=-\frac{2\kappa}{r}(P^2+Q^2)+\frac{2(E-V)}{c}(2PQ).$$

In the third, $2(P'Q+PQ')$, the terms with $\kappa$ cancel:

$$(2PQ)'=\frac2c\left[(E+c^2-V)Q^2-(E-c^2-V)P^2\right]=-\frac{2(E-V)}{c}(P^2-Q^2)+2c(P^2+Q^2).$$

Multiply each by $r^s$ and integrate. On the left, integration by parts gives $-s$ times the moment of index $s-1$, plus a boundary term that behaves as $r^{s+2\gamma}$ at the origin. It vanishes for $s>-2\gamma$, which is also the condition for the moments of index $s-1$ to exist. With $2(E-V)/c=2\varepsilon c+2\zeta/r$,

$$2cC_s=2\kappa B_{s-1}-sA_{s-1}, \tag{2}$$
$$2\varepsilon c\,C_s+2\zeta C_{s-1}=2\kappa A_{s-1}-sB_{s-1}, \tag{3}$$
$$2c(A_s-\varepsilon B_s)=2\zeta B_{s-1}-sC_{s-1}. \tag{4}$$

These are the generalised virial relations. They hold for every real $s>-2\gamma$. The radial quantum number enters them through $\varepsilon$ alone.

## (b) The upward step

**Given the three moments of index $s-1$, find those of index $s$. When does this fail?**

*Solution.* Relations (2) and (3) both contain $C_s$, while (4) fixes just one combination of $A_s$ and $B_s$. A further equation comes from eliminating $C_s$. Insert (2), multiplied by $\varepsilon$, into (3):

$$(2\kappa+s\varepsilon)A_{s-1}-(s+2\kappa\varepsilon)B_{s-1}=2\zeta C_{s-1}.$$

This ties together moments of a single index. Renaming $s\to s+1$ gives

$$\left[2\kappa+(s+1)\varepsilon\right]A_s-\left[s+1+2\kappa\varepsilon\right]B_s=2\zeta C_s, \tag{5}$$

valid for $s>-2\gamma-1$, that is, wherever the moments exist.

Let $D_s=A_s-\varepsilon B_s$. Then (2) and (4) give directly

$$C_s=\frac{2\kappa B_{s-1}-sA_{s-1}}{2c},\qquad D_s=\frac{2\zeta B_{s-1}-sC_{s-1}}{2c}. \tag{6}$$

Put $A_s=D_s+\varepsilon B_s$ into (5). The coefficient of $B_s$ becomes $2\kappa\varepsilon+(s+1)\varepsilon^2-(s+1)-2\kappa\varepsilon=-(s+1)(1-\varepsilon^2)$, so

$$B_s=\frac{[2\kappa+(s+1)\varepsilon]D_s-2\zeta C_s}{(s+1)(1-\varepsilon^2)},\qquad A_s=D_s+\varepsilon B_s. \tag{7}$$

A bound level has $\varepsilon^2<1$, so the step fails only on entering $s=-1$.

## (c) The downward step

**Reverse the step. When does it fail?**

*Solution.* For $s\neq0$, (2) and (4) give

$$A_{s-1}=\frac{2\kappa B_{s-1}-2cC_s}{s},\qquad C_{s-1}=\frac{2\zeta B_{s-1}-2cD_s}{s}. \tag{8}$$

Insert these in (3) and multiply by $s$:

$$2\kappa(2\kappa B_{s-1}-2cC_s)-s^2B_{s-1}-2\zeta(2\zeta B_{s-1}-2cD_s)=2\varepsilon c\,s\,C_s .$$

The coefficient of $B_{s-1}$ is $4\kappa^2-4\zeta^2-s^2=4\gamma^2-s^2$. Hence

$$B_{s-1}=\frac{2c\left[(2\kappa+s\varepsilon)C_s-2\zeta D_s\right]}{4\gamma^2-s^2}. \tag{9}$$

For $-2\gamma<s<0$ the denominator is positive and the step works. It fails at $s=0$, where (8) divides by zero. For $s>0$ it also fails at $s=2\gamma$, where the denominator of (9) vanishes although all the moments exist: the numerator vanishes too, and $B_{s-1}$ is left undetermined. The zero at $s=-2\gamma$ marks the edge of the range in which the target moments exist.

Going down, the integer chain is therefore cut between $0$ and $-1$; going up, it is cut between $-2$ and $-1$. Neither step leads to the full set of moments of index $-1$, although the step up from $-1$ to $0$ works. The normalisation, which belongs to index $0$, thus gives access to all positive indices but, as (d) will show, to only one of the three moments of index $-1$. The chain of negative indices needs a further starting value. A chain of non-integer indices has neither of these cuts, though a downward step from $s=2\gamma$ still fails if the chain contains that index. It also has no normalisation to start from: of three moments at one index, (5) removes one, and in general two must be supplied.

## (d) What the relations say at the cut

**Use $A_0=1$ to find as many moments of index $0$ and $-1$ as the relations allow.**

*Solution.* At $s=0$, (2)–(4) read

$$cC_0=\kappa B_{-1},\qquad \varepsilon cC_0+\zeta C_{-1}=\kappa A_{-1},\qquad c(1-\varepsilon B_0)=\zeta B_{-1}.$$

The first and third give $\zeta C_0=\kappa(1-\varepsilon B_0)$. Put this into (5) at $s=0$:

$$2\kappa+\varepsilon-(1+2\kappa\varepsilon)B_0=2\kappa-2\kappa\varepsilon B_0\quad\Rightarrow\quad B_0=\varepsilon .$$

It follows that

$$B_0=\varepsilon,\qquad C_0=\frac{\kappa(1-\varepsilon^2)}{\zeta},\qquad B_{-1}=\frac{c(1-\varepsilon^2)}{\zeta}. \tag{10}$$

The first result, $E=c^2B_0$, is the ordinary virial theorem. The energy is the sum of the expectation values of $c\,\boldsymbol\alpha\cdot\mathbf p$, of the rest-energy term $\beta c^2$ (equal to $c^2B_0$) and of $V$. Hence the first and the last cancel.

The remaining relation, with (10) inserted, is

$$A_{-1}=\varepsilon B_{-1}+\frac{\zeta}{\kappa}C_{-1}. \tag{11}$$

Equation (5) at $s=-1$ repeats it. One number is still missing. All moments with positive integer index follow from (10), but those with negative index need either $A_{-1}$ or $C_{-1}$ from elsewhere.

## (e) The energy and the missing number

**Find $\varepsilon$, and use its dependence on a parameter to complete the starting values.**

*Solution.* Let $\lambda=c\sqrt{1-\varepsilon^2}$ and write $P=e^{-\lambda r}r^\gamma\sum_kp_kr^k$, and likewise $Q$ with $q_k$. Equations (1) give

$$(\gamma+k+\kappa)p_k-\zeta q_k=\lambda p_{k-1}+(1+\varepsilon)c\,q_{k-1},$$
$$(\gamma+k-\kappa)q_k+\zeta p_k=(1-\varepsilon)c\,p_{k-1}+\lambda q_{k-1}.$$

The matrix on the right has eigenvalues $2\lambda$ and $0$. An unending series therefore has coefficient ratios tending to $2\lambda/k$ and grows as $e^{2\lambda r}$, which is not normalisable. The series must end at some $k=n_r$, which requires $(1+\varepsilon)c\,q_{n_r}=-\lambda p_{n_r}$.

Because $\lambda^2=c^2(1-\varepsilon^2)$, the second right-hand side times $(1+\varepsilon)c$ equals the first times $\lambda$. The left-hand sides are related in the same way. At $k=n_r$, with the ending condition used for the term in $(1+\varepsilon)c\,q_{n_r}$,

$$\lambda(\gamma+n_r+\kappa)p_{n_r}-\lambda\zeta q_{n_r}=-\lambda(\gamma+n_r-\kappa)p_{n_r}+(1+\varepsilon)c\,\zeta p_{n_r}.$$

Collect terms and use $\lambda q_{n_r}=-(1-\varepsilon)c\,p_{n_r}$. This gives $2\lambda(n_r+\gamma)=2\varepsilon c\zeta$, or

$$\varepsilon=\frac{n_r+\gamma}{N},\qquad N=\sqrt{(n_r+\gamma)^2+\zeta^2},\qquad 1-\varepsilon^2=\frac{\zeta^2}{N^2}. \tag{12}$$

For $n_r=0$ the ending condition makes $q_0/p_0=(\gamma+\kappa)/\zeta$ negative, so this value occurs for $\kappa<0$ only.

Equations (1) are the eigenvalue problem

$$EP=(V+c^2)P+c\left(-Q'+\frac{\kappa}{r}Q\right),\qquad EQ=c\left(P'+\frac{\kappa}{r}P\right)+(V-c^2)Q .$$

Here $\kappa$ may be treated as a continuous parameter at fixed $n_r$. Differentiate with respect to $\kappa$, multiply by $P$ and $Q$, add and integrate. After integration by parts, the terms with $\partial_\kappa P$ and $\partial_\kappa Q$ cancel by (1), except for the boundary term $c[Q\,\partial_\kappa P-P\,\partial_\kappa Q]$. Since $\gamma$ depends on $\kappa$, each of its two products behaves as $r^{2\gamma}\ln r$ at the origin. The logarithms cancel in the difference, which behaves as $r^{2\gamma}$ and vanishes. What remains is the Hellmann–Feynman result $\partial E/\partial\kappa=c\,C_{-1}$.

From (12), $\partial\varepsilon/\partial\gamma=1/N-(n_r+\gamma)^2/N^3=\zeta^2/N^3$, and $\partial\gamma/\partial\kappa=\kappa/\gamma$. Thus

$$C_{-1}=\frac{c\,\kappa\,\zeta^2}{\gamma N^3}. \tag{13}$$

With $c\zeta=Z$, (10) gives $B_{-1}=Z/N^2$, and (11) becomes

$$A_{-1}=\frac{Z(n_r+\gamma)}{N^3}+\frac{Z\zeta^2}{\gamma N^3}=\frac{Z(\kappa^2+n_r\gamma)}{\gamma N^3}, \tag{14}$$

where $\gamma^2+\zeta^2=\kappa^2$ was used. The derivative with respect to $Z$ gives the same value, since $\partial V/\partial Z=-1/r$ means $A_{-1}=-\partial E/\partial Z$, and

$$-c\,\frac{\partial\varepsilon}{\partial\zeta}=c\left[\frac{(n_r+\gamma)\zeta}{N^3}+\frac{\zeta^2}{N^3}\frac{\zeta}{\gamma}\right].$$

All integer moments that exist can now be generated: upward from index $0$ and downward from index $-1$. As $\zeta\to|\kappa|$, $\gamma\to0$ and $A_{-1}$ diverges.

## (f) First results of each chain

**Find $A_1$ and the three moments of index $-2$ in closed form.**

*Solution.* For $s=1$, (6) gives $C_1=(\kappa\varepsilon-\tfrac12)/c$ and, with $C_0=\kappa\zeta/N^2$, $D_1=(\zeta/c)(\varepsilon-\kappa/2N^2)$. Then (7) gives

$$B_1=\frac{N^2}{Z}\left[(\kappa+\varepsilon)\left(\varepsilon-\frac{\kappa}{2N^2}\right)-\kappa\varepsilon+\frac12\right]=\frac{N^2(2\varepsilon^2+1)-\kappa^2-\kappa\varepsilon}{2Z}.$$

Since $\zeta/c=\zeta^2/Z=N^2(1-\varepsilon^2)/Z$, we also have $D_1=(1-\varepsilon^2)(2N^2\varepsilon-\kappa)/2Z$. In $D_1+\varepsilon B_1$ the terms in $\varepsilon^3$ and $\kappa\varepsilon^2$ cancel:

$$A_1=\frac{\varepsilon(3N^2-\kappa^2)-\kappa}{2Z}. \tag{15}$$

For the downward step take $s=-1$. By (11) and (13), $D_{-1}=\zeta C_{-1}/\kappa=c\zeta^3/\gamma N^3$. Then (9) gives

$$B_{-2}=\frac{2c^2\zeta^2(2\kappa^2-\kappa\varepsilon-2\zeta^2)}{\gamma N^3(4\gamma^2-1)}=\frac{2Z^2(2\gamma^2-\kappa\varepsilon)}{\gamma N^3(4\gamma^2-1)},$$

and (8) gives $A_{-2}=2cC_{-1}-2\kappa B_{-2}$, that is

$$A_{-2}=\frac{2Z^2\kappa}{\gamma N^3}\left[1-\frac{2(2\gamma^2-\kappa\varepsilon)}{4\gamma^2-1}\right]=\frac{2Z^2\kappa(2\kappa\varepsilon-1)}{\gamma N^3(4\gamma^2-1)}. \tag{16}$$

Finally $C_{-2}=2cD_{-1}-2\zeta B_{-2}=(\zeta/\kappa)A_{-2}$. These moments exist for $2\gamma>1$, which for $|\kappa|=1$ means $\zeta<\sqrt3/2$.

## (g) The nonrelativistic limit

**What does the upward step become for $c\to\infty$ at fixed $Z$?**

*Solution.* Now $\varepsilon\to1$, $\gamma\to|\kappa|$, $N\to n=n_r+|\kappa|$, and $Q=O(1/c)$, so $B_s\to A_s$. To leading order (6) gives $cC_s\to(\kappa-s/2)A_{s-1}$ and

$$c^2D_s\to ZA_{s-1}-\frac s4(2\kappa-s+1)A_{s-2}.$$

With $c^2(1-\varepsilon^2)\to Z^2/n^2$, (7) multiplied by $c^2$ and its denominator reads

$$\frac{(s+1)Z^2}{n^2}A_s=(2\kappa+s+1)\left[ZA_{s-1}-\frac s4(2\kappa-s+1)A_{s-2}\right]-Z(2\kappa-s)A_{s-1}.$$

The terms in $ZA_{s-1}$ add to $2s+1$. The other product is $(2\kappa+1)^2-s^2$, and $(2\kappa+1)^2=(2l+1)^2$ for both signs of $\kappa$. Hence

$$\frac{(s+1)Z^2}{n^2}A_s=(2s+1)ZA_{s-1}-\frac s4\left[(2l+1)^2-s^2\right]A_{s-2},$$

which is the Kramers relation. In this limit the two levels with the same $n$ and $l$ share their moments of index $s>-2l-1$. For $s\le-2l-1$ the moments of the level with $\kappa=l$ exist at no finite $c$. For $2p$, (14)–(16) tend to $A_{-1}=Z/4$, $A_1=5/Z$ and $A_{-2}=Z^2/12$.

## (h) Hydrogen-like tungsten

**Evaluate the moments of $2p_{1/2}$ and $2p_{3/2}$ for one electron at $Z=74$, and interpret them.**

*Solution.* The model has a point nucleus and leaves out recoil and quantum-electrodynamic corrections. The digits below serve the arithmetic within this model. Replacing the point by a uniformly charged sphere of rms radius 5.37 fm lowers $A_{-2}$ of $2p_{1/2}$ by 0.6% (to 917 bohr$^{-2}$, so the factor 2.02 below becomes 2.01) and $A_{-4}$ of $2p_{3/2}$ by 0.2%. The tabulated moments with $s\ge-1$ move by less than 0.01%. The limits of existence quoted below also belong to the point nucleus: inside an extended nucleus $Q\propto r$ for $2p_{1/2}$, and its moments exist for $s>-3$. With $c=137.036$, $\zeta=0.540004$.

For $2p_{1/2}$, $\kappa=1$ and $n_r=1$, so $\gamma=0.841662$, $N=1.919199$, $\varepsilon=0.9595995$ and $1-\varepsilon^2=0.0791688$. The starting value is $C_0=0.146608$. One step up gives

$$C_1=\frac{0.9595995-0.5}{137.036}=0.00335386,\qquad D_1=\frac{0.540004\times0.9595995-0.073304}{137.036}=0.00324647,$$
$$B_1=\frac{3.919199\times0.00324647-1.080008\times0.00335386}{2\times0.0791688}=0.057481,$$

and $A_1=D_1+\varepsilon B_1=0.058405$ bohr, or 3.09 pm.

One step down starts from $C_{-1}=6.71631$ and $D_{-1}=3.62684$, with $4\gamma^2-1=1.83358$:

$$B_{-2}=\frac{274.072\,(1.0404005\times6.71631-1.080008\times3.62684)}{1.83358}=458.98,$$

and $A_{-2}=274.072\times6.71631-2\times458.98=922.8$ bohr$^{-2}$.

For $2p_{3/2}$, $\kappa=-2$, $n_r=0$, $\gamma=1.92572$, $N=2$ and $\varepsilon=0.962860$. Continuing both chains gives $A_s$ in bohr$^s$:

| $s$ | $2p_{1/2}$ | $2p_{3/2}$ |
|---|---|---|
| $-4$ | none | $1.7321\times10^6$ |
| $-3$ | none | $1.9930\times10^4$ |
| $-2$ | 922.79 | 498.63 |
| $-1$ | 22.906 | 19.214 |
| 1 | 0.058405 | 0.065560 |
| 2 | 0.0042139 | 0.0051841 |
| 3 | $3.6043\times10^{-4}$ | $4.7998\times10^{-4}$ |
| 4 | $3.5594\times10^{-5}$ | $5.0926\times10^{-5}$ |

Relative to the common nonrelativistic $2p$ values, the mean radius is multiplied by 0.864 for $2p_{1/2}$ and by 0.970 for $2p_{3/2}$ (3.47 pm). For $A_{-2}$ the factors are 2.02 and 1.09. Equation (16) shows where the 2.02 comes from. The factor $4\gamma^2-1$ falls from 3 to 1.834 and contributes 1.64, $1/\gamma$ contributes 1.19, $1/N^3$ contributes 1.13, and $2\varepsilon-1$ contributes 0.92. The largest factor is thus the one that diverges at $2\gamma=1$, where the power law at the origin no longer lets the moment exist.

The moment $C_2=-6.74\times10^{-6}$ bohr$^2$ of $2p_{1/2}$ is small and negative, while $C_1$ is positive. For $\kappa=1$, (2) at $s=2$ reads $C_2=(B_1-A_1)/c=-(2/c)\int rQ^2dr$. It is negative by necessity, and small because it contains only the small component, divided by $c$.

The list for $2p_{1/2}$ stops at $s=-2$ because moments exist for $s>-2.683$. With a lower cutoff $r_c$, the integral for $s=-3$ grows as $r_c^{2\gamma-2}=r_c^{-0.317}$. In the Schrödinger limit the $2p$ density behaves as $r^4$ and the same moment is finite. If (8) and (9) are nevertheless applied once more, they return $A_{-3}=-4.47\times10^4$ bohr$^{-3}$, a negative number for an integral of a positive function. Unless $2\gamma$ is an integer, no division by zero stops the integer chain at the edge of its range, so the condition $s>-2\gamma$ has to be imposed at every step down.

Numbers in the example were calculated in double precision.
